# Early diffusion-limited growth of preexisting oxide precipitates in silicon

A silicon crystal contains dissolved oxygen at uniform concentration $c_0$ and, from an earlier heat treatment, $N$ small oxide precipitates per unit volume. At time $t=0$ it is brought to a temperature at which the precipitates grow. How does the amount of oxygen they take up depend on time while that amount is still small?

The model is as follows. All precipitates are spheres with the same starting radius $R_0$. The oxide holds oxygen at concentration $c_p$. The matrix next to the oxide is kept at concentration $c_e<c_0$ by a fast interface reaction. The diffusivity $D$, $c_e$, $c_p$ and $N$ are constant: no precipitate is created or lost. $R_0$ is well above the critical radius, so the dependence of $c_e$ on curvature is neglected. Stress, emitted silicon self-interstitials and the displacement of the matrix by the more voluminous oxide are left out. Define

$$s=\frac{c_0-c_e}{c_p-c_e},\qquad X=\frac{c_0-\bar c}{c_0-c_e},$$

where $\bar c(t)$ is the mean concentration in the matrix. The transformed fraction $X$ runs from 0 at $t=0$ to 1 when the available excess is used up. Since the oxide is far richer in oxygen than the matrix, $s\ll1$.

## (a) Flow to one sphere

*Find the oxygen flow into an isolated sphere of fixed radius $R$, and the time after which it is steady.*

**Solution.** With spherical symmetry the diffusion equation is

$$\frac{\partial c}{\partial t}=\frac{D}{r^2}\frac{\partial}{\partial r}\left(r^2\frac{\partial c}{\partial r}\right).$$

Put $c=c_0-v/r$. Then $r^2\partial_r(v/r)=r\,\partial_r v-v$, whose derivative is $r\,\partial_r^2v$, so the equation becomes $\partial_t v=D\,\partial_r^2 v$, diffusion in one dimension. The conditions are $v=0$ at $t=0$ and $v=R(c_0-c_e)$ at $r=R$. The solution is

$$v=R(c_0-c_e)\,\mathrm{erfc}\!\left(\frac{r-R}{2\sqrt{Dt}}\right).$$

At the surface $\partial_r v=-R(c_0-c_e)/\sqrt{\pi Dt}$. Since $\partial_r c=v/r^2-\partial_r v/r$, the flow into the sphere is

$$I=4\pi R^2D\left.\frac{\partial c}{\partial r}\right|_R=4\pi DR(c_0-c_e)\left[1+\frac{R}{\sqrt{\pi Dt}}\right].\tag{1}$$

For $t\gg R^2/D$ the bracket tends to 1 and, at distances $r\ll\sqrt{Dt}$, the profile is $c=c_0-(c_0-c_e)R/r$. The steady flow is proportional to $R$, not to the surface area: the gradient at the surface falls as $1/R$ while the area grows as $R^2$.

## (b) Growth of the radius

*Let the sphere grow. Find $R(t)$ with the steady flow, and say why that flow may be used.*

**Solution.** When the radius grows by $dR$, a shell of volume $4\pi R^2dR$ changes its oxygen concentration from $c_e$ to $c_p$. The inflow supplies the difference:

$$(c_p-c_e)\,4\pi R^2\frac{dR}{dt}=4\pi DR(c_0-c_e)
\quad\Rightarrow\quad R\frac{dR}{dt}=Ds.$$

The left side of the last equation is $\tfrac12 d(R^2)/dt$, so

$$R^2=R_0^2+2Dst.\tag{2}$$

The radius changes appreciably in a time $R/\dot R=R^2/(Ds)$. The profile near the sphere adjusts in a time of order $R^2/D$, shorter by the factor $s$. The sphere is therefore almost at rest as seen by the diffusing oxygen. Part (e) removes this approximation.

## (c) From radius to transformed fraction

*Express $X$ through $R$.*

**Solution.** Give each precipitate a spherical cell of radius $L$, with $\tfrac{4\pi}{3}NL^3=1$. The oxide occupies the volume fraction $\phi=(R/L)^3$, initially $\phi_0=(R_0/L)^3$. Conservation of oxygen, with concentrations counted from $c_e$, reads

$$\phi(c_p-c_e)+(1-\phi)(\bar c-c_e)=\phi_0(c_p-c_e)+(1-\phi_0)(c_0-c_e).$$

Divide by $c_p-c_e$ and use $\bar c-c_e=(c_0-c_e)(1-X)$:

$$\phi+(1-\phi)s(1-X)=\phi_0+(1-\phi_0)s .$$

Collecting terms gives $(1-\phi)sX=(\phi-\phi_0)(1-s)$. For $s\ll1$ and $\phi\ll1$ this becomes

$$X=\frac{\phi-\phi_0}{s}=\frac{R^3-R_0^3}{R_f^3},\qquad R_f=s^{1/3}L.\tag{3}$$

If $R_0\ll R_f$, then $R_f$ is the final radius.

## (d) The early time law

*Find $X(t)$ before depletion matters. Determine its power of time and the interval in which that power holds.*

**Solution.** Define two times, at which the growth term $2Dst$ in (2) equals $R_0^2$ and $R_f^2$:

$$t_0=\frac{R_0^2}{2Ds},\qquad \tau=\frac{R_f^2}{2Ds}.$$

With $x=t/t_0$, equation (2) is $R=R_0(1+x)^{1/2}$, and (3) gives

$$X=\left(\frac{R_0}{R_f}\right)^3\left[(1+x)^{3/2}-1\right].\tag{4}$$

For $x\ll1$ the bracket is $\tfrac32x$. The fraction then grows linearly in time, because a sphere of nearly constant radius collects oxygen at a constant rate. This stage begins once the transient in (1) has died out, so it needs $R_0^2/D\ll t\ll t_0$.

For $x\gg1$,

$$(1+x)^{3/2}-1=x^{3/2}\left(1+\frac{3}{2x}-\frac1{x^{3/2}}+\dots\right).$$

Since $(R_0/R_f)^2=t_0/\tau$, the leading term is $(t_0/\tau)^{3/2}(t/t_0)^{3/2}$, or

$$X\simeq\left(\frac t\tau\right)^{3/2},\qquad t_0\ll t\ll\tau.\tag{5}$$

The upper limit keeps $X$ small. To see the material parameters, insert $R_f^3=sL^3$ and $1/L^3=4\pi N/3$:

$$\tau^{-3/2}=\frac{(2Ds)^{3/2}}{sL^3}=\frac{4\pi}{3}N(2D)^{3/2}s^{1/2}.$$

The power has a simple origin. The inflow is proportional to $R$, the radius has become proportional to $t^{1/2}$, and the integral of $t^{1/2}$ is proportional to $t^{3/2}$.

The local exponent $n=d\ln X/d\ln t$ shows the approach to the law. From (4),

$$n=\frac32\,\frac{x(1+x)^{1/2}}{(1+x)^{3/2}-1}\simeq\frac32\left(1-\frac1x\right)\quad(x\gg1).\tag{6}$$

Changing either of the following two assumptions changes the power.

*Preexisting precipitates.* Suppose instead that precipitates of negligible size appear at a constant rate $J$ per volume. Then $Nt^{3/2}$ in (5) is replaced by $J\int_0^t(t-t')^{3/2}dt'=\tfrac25Jt^{5/2}$, and the exponent is $5/2$.

*Fast interface reaction.* Let the reaction accept a flux $k(c_i-c_e)$ when the matrix at the interface has concentration $c_i$. Setting this equal to the diffusion flux $D(c_0-c_i)/R$ gives

$$c_i-c_e=\frac{c_0-c_e}{1+kR/D}.$$

Diffusion controls growth if $kR\gg D$. In the opposite case $c_i\simeq c_0$ and $\dot R\simeq ks$; once $R\gg R_0$, and as long as $kR\ll D$ still holds, the radius is proportional to $t$ and $X$ to $t^3$. When $R$ has grown well beyond $D/k$, diffusion takes over.

## (e) Without the quasi-steady approximation

*Solve the moving-boundary problem for an isolated sphere that starts from zero size. Does the power of time survive?*

**Solution.** The problem contains no fixed length, which suggests $R=2\lambda\sqrt{Dt}$ and $c=g(\eta)$ with $\eta=r/(2\sqrt{Dt})$. Then $\partial_tc=-\eta g'/(2t)$, and the diffusion term is $(g''+2g'/\eta)/(4t)$. Hence

$$g''+\left(\frac2\eta+2\eta\right)g'=0\quad\Rightarrow\quad g'=A\,\frac{e^{-\eta^2}}{\eta^2}.$$

Integrating by parts from $\eta$ to infinity,

$$F(\eta)\equiv\int_\eta^\infty\frac{e^{-q^2}}{q^2}dq=\frac{e^{-\eta^2}}{\eta}-\sqrt\pi\,\mathrm{erfc}\,\eta .$$

Since $g(\infty)=c_0$, the profile is $g=c_0-AF(\eta)$, and $g(\lambda)=c_e$ gives $A=(c_0-c_e)/F(\lambda)$. The interface balance $(c_p-c_e)\dot R=D\,\partial_rc$ becomes

$$(c_p-c_e)\lambda\sqrt{\frac Dt}=\frac{c_0-c_e}{F(\lambda)}\,\frac{e^{-\lambda^2}}{2\lambda^2}\sqrt{\frac Dt}.$$

The time cancels, which confirms the assumed form. What remains is $2\lambda^3e^{\lambda^2}F(\lambda)=s$, or

$$2\lambda^2\left[1-\sqrt\pi\,\lambda e^{\lambda^2}\mathrm{erfc}\,\lambda\right]=s.\tag{7}$$

The volume of the isolated sphere is thus proportional to $t^{3/2}$ without the assumption of small $s$. The prefactor does depend on that assumption. For small $s$, (7) gives $\lambda^2\simeq\tfrac s2(1+\sqrt\pi\lambda)$, and inserting $\lambda\simeq\sqrt{s/2}$ on the right,

$$R^2=4\lambda^2Dt\simeq2Dst\left(1+\sqrt{\frac{\pi s}{2}}\right).\tag{8}$$

The correction is positive because the depleted region is still spreading, so the gradient is steeper than in the steady profile. For $s=0.05$, solving (7) by root finding gives $\lambda=0.185$ and $\lambda^2=0.0342$, against the quasi-steady $s/2=0.025$. The squared radius is then 37% above the quasi-steady value, with the same power of time.

## (f) Depletion of the matrix

*Find how the law fails as $t$ approaches $\tau$, taking $R_0\to0$.*

**Solution.** When the diffusion fields of neighbours overlap, the concentration that drives growth falls. The simplest description replaces $c_0$ in the flow by the mean $\bar c$, which multiplies the driving difference by $1-X$:

$$R\frac{dR}{dt}=Ds(1-X).$$

Let $w=(R/R_f)^2$ and $\theta=t/\tau$. By (3), $X=w^{3/2}$, and

$$\frac{dw}{d\theta}=1-w^{3/2}.$$

To lowest order $w=\theta$. Inserting this on the right and integrating gives $w=\theta-\tfrac25\theta^{5/2}$. Raising to the power $3/2$,

$$X\simeq\theta^{3/2}\left(1-\tfrac35\theta^{3/2}\right),\qquad n\simeq\tfrac32-\tfrac9{10}\theta^{3/2}.\tag{9}$$

The relative loss is $\tfrac35$ of the leading-order transformed fraction itself. At the other end, differentiating $X=w^{3/2}$ gives

$$\frac{dX}{dt}=\frac{3}{2\tau}X^{1/3}(1-X).$$

In this simple description the untransformed part $1-X$ decays as $e^{-3t/(2\tau)}$ when $X\to1$: the radius has stopped changing, and each sphere drains its surroundings at a fixed rate per unit excess.

## (g) Flow in a finite cell

*The mean $\bar c$ is not the concentration far from the precipitate. Find the first correction in $R/L$.*

**Solution.** Diffusion crosses the cell in a time of order $L^2/D$. Since $R_f^2=s^{2/3}L^2$,

$$\frac{\tau}{L^2/D}=\frac{1}{2s^{1/3}}\gg1,$$

so the fields overlap long before the oxygen is exhausted. After that the matrix loses oxygen at a nearly uniform rate. The inward flow through radius $r$ is then proportional to the matrix volume outside $r$. With no flow through $r=L$, and for $R\ll L$,

$$r^2\frac{\partial c}{\partial r}=B\left(1-\frac{r^3}{L^3}\right),\qquad
c-c_e=B\left[\frac1R-\frac1r-\frac{r^2-R^2}{2L^3}\right].$$

Average over the cell with weight $3r^2dr/L^3$. The mean of $1/r$ is $3/(2L)$ and that of $r^2$ is $3L^2/5$, up to terms of higher order in $R/L$. Hence

$$\bar c-c_e=B\left[\frac1R-\frac3{2L}-\frac3{10L}\right]=\frac BR\left(1-\frac{9R}{5L}\right).$$

The flow is $4\pi DB$. At a given mean concentration it is larger than $4\pi DR(\bar c-c_e)$ by the factor $1/(1-9R/(5L))$. In the equation for $w$ this factor is $1/(1-\tfrac95s^{1/3}\sqrt w)$, which to first order adds $\tfrac95s^{1/3}\sqrt\theta$ to $dw/d\theta$ and $\tfrac65s^{1/3}\theta^{3/2}$ to $w$. Therefore

$$X\simeq\theta^{3/2}\left(1+\tfrac95s^{1/3}\theta^{1/2}-\tfrac35\theta^{3/2}\right).\tag{10}$$

This applies after a time of order $L^2/D$; before it, (8) gives the correction. Both leave the leading power unchanged.

The cell stands for a regular array, in which every precipitate keeps its neighbours at a distance of order $L$. The term with $9/5$ depends on that order. If the precipitates are placed at random, the fields of the others, averaged over their positions, lower the concentration at a given precipitate by the mean depletion. To first order the cell term is then absent and the correction (8) remains, so that while $X$ is small

$$X\simeq\theta^{3/2}\left(1+\tfrac32\sqrt{\pi s/2}-\tfrac35\theta^{3/2}\right).$$

## (h) A numerical case

*Take the round model parameters $D=10^{-11}$ cm²/s (that is, $10^3$ nm²/s), $c_0=10^{18}$, $c_e=2\times10^{17}$, $c_p=5\times10^{22}$ and $N=10^9$, all four in cm⁻³, and $R_0=2$ nm. Where does the law hold, and how large are its errors?*

**Solution.** These parameters are not matched to silicon at one particular temperature, and curvature is neglected as in the rest of the model. A real oxide precipitate of 2 nm may be only a few times larger than the critical radius, and curvature then slows its early growth. As an illustration, an interface energy of 0.6 J/m² at 1000 °C, with volume $1/c_p$ per oxygen atom, gives a critical radius of 0.85 nm; it lowers $X$ by 9% at 1 h and by 2% at 16 h, and raises $n$ at 1 h from 1.46 to 1.50. The errors and times found below therefore describe the formulas within the model, not their accuracy for a real crystal.

The supersaturation ratio is $s=8\times10^{17}/(5\times10^{22})=1.6\times10^{-5}$. The cell radius is $L=(3/4\pi N)^{1/3}=6204$ nm, so $R_f=s^{1/3}L=156.3$ nm. With $2Ds=0.032$ nm²/s,

$$t_0=\frac{2^2}{0.032}=125\ \text{s},\qquad \tau=\frac{156.3^2}{0.032}=7.64\times10^5\ \text{s}=212\ \text{h}.$$

The crossing time of the cell is $L^2/D=10.7$ h.

For comparison, the time-dependent diffusion equation was solved numerically in the cell, with $c=c_e$ at the moving interface and no flow through $r=L$. The method was finite volumes on 160 shells that move with the interface, with implicit time steps. Between neighbouring grid points the concentration is interpolated linearly in $1/r$, but neither a steady profile across the whole matrix nor the growth law (2) is imposed. It gives $R$, $X$ from (3), and $n$:

| $t$ | $R$ (nm) | $X$ | $(t/\tau)^{3/2}$ | $n$ |
|---|---|---|---|---|
| 10 s | 2.08 | $2.62\times10^{-7}$ | $4.74\times10^{-8}$ | 1.01 |
| 1 h | 10.95 | $3.41\times10^{-4}$ | $3.24\times10^{-4}$ | 1.459 |
| 4 h | 21.6 | $2.64\times10^{-3}$ | $2.59\times10^{-3}$ | 1.488 |
| 16 h | 43.0 | $2.081\times10^{-2}$ | $2.072\times10^{-2}$ | 1.484 |
| 64 h | 83.8 | 0.154 | 0.166 | 1.365 |

At 10 s, $x=0.08$: growth is nearly linear, and the $3/2$ law is too small by a factor of 5.5. Equation (4) gives $2.56\times10^{-7}$; the numerical value exceeds this by about 2.4%. Most of this difference is the transient in (1). Integrated over time at nearly constant radius, it adds the relative amount $2R_0/\sqrt{\pi Dt}=4/177=2.3\%$.

At 1 h and 4 h the numerical $X$ exceeds (4) by 0.8% and 0.7%. These times are shorter than $L^2/D$, and the flow in the cell is still close to that of an isolated sphere, so (8) applies approximately. It raises $R^2$ by $\sqrt{\pi s/2}=0.50\%$ and hence $R^3$ by 0.75%. The larger excess over the pure power, 5% at 1 h, comes mainly from the starting size through the term $3/(2x)$, with $x=28.8$.

At 16 h the pure law is within 0.5% of the numerical $X$, partly through cancellation. With $\theta=0.0754$, the two corrections in (10) are $+1.2\%$ and $-1.2\%$, and the starting size adds $+0.3\%$. The exponent does not share the cancellation, because the terms have different powers of time. Relative to $3/2$, depletion contributes $-0.019$, the cell term $+0.006$ and the starting size $-0.003$, giving $n=1.484$ as in the table. These figures belong to the regular array. For random placement the first two corrections to $X$ would be $+0.75\%$ and $-1.2\%$, and $n$ would be about 1.478. The oxygen removed by then is $X(c_0-c_e)=1.7\times10^{16}$ cm⁻³.

At 64 h depletion is visible: the pure law is 8% too high. Numerical integration of the equation for $w$, with the starting radius included, gives $X=0.151$ with depletion alone and $0.154$ with the cell factor added.

The useful interval can be estimated from (6) and (9). Starting size lowers $n$ by 0.03 at $x\simeq41$, or 1.4 h. Depletion lowers it by 0.03 at $\theta\simeq0.10$, or about 22 h; in the numerical cell solution, where the cell term offsets part of the loss, $n$ falls to 1.47 at about 24 h. Between these times the exponent is close to $3/2$, although $\tau/t_0$ is about 6000: the approach to a power law is gradual at both ends. A single exponent fitted to data that reach outside this interval would mix the linear start or the depletion into the result.

Numerical values quoted here were computed with a short program.
